# When a Carbon Nanotube Bundle Outconducts Copper: Long-Wire Limit and First Correction

## 1. A case without scattering

Take a bundle of parallel carbon nanotubes in which electrons are never scattered. Each metallic tube then has a fixed resistance $R_Q=h/(4e^2)=6453\ \Omega$, derived in section 3, whatever its length. With $n$ metallic tubes per unit area, a bundle of cross-section $A$ has resistance $R_Q/(nA)$. A copper wire of resistivity $\rho$ and the same cross-section has resistance $\rho L/A$, which grows with length $L$. The two are equal at

$$L_0=\frac{R_Q}{n\rho}. \tag{1}$$

A shorter wire is better made of copper, and a longer one of tubes. The tubes pay a fixed price at their ends, and length must make that price worthwhile.

Scattering adds a resistance proportional to length and so delays the crossover. The question is by how much, for tubes at a pitch of $p=1.34$ nm, one third of them metallic, with mean free path $\lambda=1\ \mu$m, against copper of $\rho=5\ \mu\Omega$ cm.

"Better" means lower direct-current resistance at low bias. Every metallic tube is contacted at both ends without extra resistance, tubes exchange no current, and semiconducting tubes carry none. Copper is given no contact resistance. Sections 6 and 7 relax several of these assumptions.

## 2. Counting the metallic tubes

In a triangular lattice each tube occupies a rhombus of side $p$ and angle $60^\circ$, with area $p^2\sin60^\circ=\sqrt3\,p^2/2$. Here this is $0.8660\times1.7956=1.555\ \text{nm}^2$, so there are $0.643$ tubes per nm².

To see which tubes are metallic, use a model with one orbital per carbon atom and hopping energy $t$ between neighbours. For a flat sheet with lattice vectors $\mathbf a_1,\mathbf a_2$ of length $a$ at $60^\circ$, the bands are

$$E=\pm t|s|,\qquad s(\mathbf k)=1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2}.$$

Three unit complex numbers sum to zero when they are $120^\circ$ apart. The gap therefore closes at $\mathbf K$, where $\mathbf K\cdot\mathbf a_1=2\pi/3$ and $\mathbf K\cdot\mathbf a_2=-2\pi/3$, and at $-\mathbf K$. Rolling the sheet along $\mathbf C=n_1\mathbf a_1+n_2\mathbf a_2$ permits only waves with $\mathbf k\cdot\mathbf C=2\pi q$, $q$ an integer. Since

$$\mathbf K\cdot\mathbf C=\frac{2\pi}{3}(n_1-n_2),$$

the zero is permitted when $n_1-n_2$ is divisible by 3. In a large set of index pairs this happens for about one third. Growth need not produce all pairs equally often, so the metallic share is an assumption about the material.

The rule was tested by diagonalizing the model for all 23 tubes with diameters between 0.9 and 1.1 nm. Eight had a closed gap, and they were those with $n_1-n_2$ divisible by 3. With a rough hopping energy $t=2.7$ eV, the others had gaps of 0.69 to 0.86 eV.

With one third metallic,

$$n=\frac13\times0.6431\ \text{nm}^{-2}=0.2144\ \text{nm}^{-2}=2.144\times10^5\ \mu\text{m}^{-2}.$$

## 3. Resistance of one tube

**Number of modes.** Near $\mathbf K$ write $\mathbf k=\mathbf K+\mathbf q$, $x=\mathbf q\cdot\mathbf a_1$ and $y=\mathbf q\cdot\mathbf a_2$. To first order the 1 in $s$ cancels against the other two terms at $\mathbf K$, leaving

$$s\simeq-i\left(e^{-2\pi i/3}x+e^{2\pi i/3}y\right),\qquad |s|^2=x^2+y^2-xy.$$

The cross term is $2xy\cos(4\pi/3)=-xy$. If $\mathbf q$ makes an angle $\alpha$ with $\mathbf a_1$, then $x=aq\cos\alpha$ and $y=aq\left(\tfrac12\cos\alpha+\tfrac{\sqrt3}{2}\sin\alpha\right)$. Substitution gives

$$x^2+y^2-xy=a^2q^2\left[\cos^2\alpha\left(1+\tfrac14-\tfrac12\right)+\tfrac34\sin^2\alpha+\sin\alpha\cos\alpha\left(\tfrac{\sqrt3}2-\tfrac{\sqrt3}2\right)\right]=\tfrac34a^2q^2 .$$

Thus $E=\pm(\sqrt3/2)\,ta|q|$: along the tube axis two straight bands cross, and one of them moves right. The points $\mathbf K$ and $-\mathbf K$ together give two right-moving bands, each with two spins, hence four channels. A direct count of band crossings in the (7,7) and (12,0) tubes also gave two bands.

**Ballistic conductance.** In one channel, right-moving states have density $1/(hv)$ per unit length and energy, where $v$ is their velocity. Their current per unit energy is $ev/(hv)=e/h$, and the velocity cancels. A voltage $V$ between the contacts leaves a net energy window $eV$. If a fraction $\mathcal T$ of carriers is transmitted, independent of energy, four channels carry

$$I=4\,\frac eh\,\mathcal T\,eV,\qquad R_{\rm tube}=\frac{R_Q}{\mathcal T},\qquad R_Q=\frac{h}{4e^2}.$$

**Scattering.** Let two sections transmit fractions $\mathcal T_1,\mathcal T_2$ and reflect $\mathcal R_i=1-\mathcal T_i$. If phase is lost between scattering events, probabilities add over all numbers of internal round trips:

$$\mathcal T=\mathcal T_1\mathcal T_2\left(1+\mathcal R_1\mathcal R_2+\mathcal R_1^2\mathcal R_2^2+\dots\right)=\frac{\mathcal T_1\mathcal T_2}{1-\mathcal R_1\mathcal R_2}.$$

Using $\mathcal T_1\mathcal T_2=1-\mathcal R_1-\mathcal R_2+\mathcal R_1\mathcal R_2$,

$$\frac{1-\mathcal T}{\mathcal T}=\frac{1-\mathcal R_1\mathcal R_2-\mathcal T_1\mathcal T_2}{\mathcal T_1\mathcal T_2}
=\frac{\mathcal R_1(1-\mathcal R_2)+\mathcal R_2(1-\mathcal R_1)}{\mathcal T_1\mathcal T_2}
=\frac{\mathcal R_1}{\mathcal T_1}+\frac{\mathcal R_2}{\mathcal T_2}.$$

The ratio of reflection to transmission is therefore additive. Define $\lambda$ as the mean distance travelled before a reversal of direction. A thin slice $dx$ contributes $dx/\lambda$, so a length $L$ contributes $L/\lambda$, and

$$\mathcal T=\frac{\lambda}{\lambda+L},\qquad R_{\rm tube}=R_Q\left(1+\frac L\lambda\right). \tag{2}$$

A simulation of 200,000 carriers reversing at random, with $\lambda=1\ \mu$m and $L=1.5\ \mu$m, transmitted a fraction 0.3998; equation (2) gives 0.4000.

## 4. The long wire and its first correction

For $nA$ tubes in parallel, the resistance times area is $(R_Q/n)(1+L/\lambda)$. Dividing by $L$ gives an effective resistivity

$$\rho_b(L)=\rho_\infty\left(1+\frac{\lambda}{L}\right),\qquad \rho_\infty=\frac{R_Q}{n\lambda}. \tag{3}$$

For $L\gg\lambda$ the leading term is an ordinary resistivity. The first correction, of relative size $\lambda/L$, is the contact price spread over the wire. In this model the expansion ends there, because the resistance is linear in $L$.

In the opposite limit, $L\ll\lambda$, the same two terms exchange roles: $R_Q/(nL)$ leads and $\rho_\infty$ corrects it.

The numbers are

$$\frac{R_Q}{n}=\frac{6453.2\ \Omega}{2.144\times10^5\ \mu\text{m}^{-2}}=0.0301\ \Omega\,\mu\text{m}^2,$$

and, since $1\ \Omega\,\mu$m is $100\ \mu\Omega$ cm, $\rho_\infty=3.01\ \mu\Omega$ cm. At $10\ \mu$m the correction raises this by 10%, to $3.31\ \mu\Omega$ cm. At $0.5\ \mu$m it is twice the leading term, and $\rho_b=9.03\ \mu\Omega$ cm.

The leading term alone would make the bundle better than $5\ \mu\Omega$ cm copper at every length. The crossover comes from the correction.

## 5. The crossover length

The bundle's resistance times area, minus that of copper, is

$$D(L)=\frac{R_Q}{n}-(\rho-\rho_\infty)L .$$

This is a straight line starting from a positive value. If $\rho>\rho_\infty$ it falls and crosses zero once, so the bundle wins beyond that length and not before it. If $\rho\le\rho_\infty$ it never reaches zero. Setting $D(L^*)=0$ and dividing by $L^*R_Q/n$ gives

$$\frac1{L^*}=\frac{n\rho}{R_Q}-\frac{n\rho_\infty}{R_Q}=\frac1{L_0}-\frac1\lambda. \tag{4}$$

The condition $\rho>\rho_\infty$ is the same as $\lambda>L_0$. For the example, copper has $\rho=0.05\ \Omega\,\mu$m, so

$$L_0=\frac{0.0301}{0.05}=0.602\ \mu\text{m},\qquad \frac1{L^*}=1.661-1.000=0.661\ \mu\text{m}^{-1},$$

$$L^*=1.51\ \mu\text{m}\quad(2.86\times10^4\ \text{bohr}).$$

The advantage beyond this length is moderate. Copper's resistance is 1.11 times the bundle's at $2\ \mu$m and 1.51 times at $10\ \mu$m. The ratio approaches $\rho/\rho_\infty=\lambda/L_0=1.66$.

**Long mean free path.** With $\varepsilon=L_0/\lambda$, equation (4) becomes

$$L^*=\frac{L_0}{1-\varepsilon}=L_0(1+\varepsilon+\varepsilon^2+\dots).$$

The leading term is the scattering-free answer of section 1. Keeping the first correction gives $0.602\times1.602=0.965\ \mu$m. Since $(1+\varepsilon)(1-\varepsilon)=1-\varepsilon^2$, this is low by a fraction $\varepsilon^2=0.36$ of the full $L^*$. The example is too far from the ballistic limit for two terms to suffice.

**Near the threshold.** Put $\lambda=L_0+\delta$ with $\delta>0$. Then

$$L^*=\frac{\lambda L_0}{\lambda-L_0}=\frac{(L_0+\delta)L_0}{\delta}=\frac{L_0^2}{\delta}+L_0 .$$

The leading term diverges as $\delta\to0$, and the first correction completes the result. Here $\delta=0.398\ \mu$m, and the terms are $0.911+0.602=1.513\ \mu$m. The larger part of the crossover length is thus the threshold term.

## 6. Sensitivity to the inputs

Differentiating (4) and multiplying by $-L^*$ gives

$$\frac{dL^*}{L^*}=\frac{L^*}{L_0}\frac{dL_0}{L_0}-\frac{L^*}{\lambda}\frac{d\lambda}{\lambda}.$$

Because $L_0\propto1/n$, a 1% rise in metallic density shortens $L^*$ by 2.5%. A 1% rise in $\lambda$ shortens it by 1.5%. The amplification arises because $1/L^*$ is a difference of comparable quantities.

**Few tubes.** A line 20 nm square holds about 257 tubes, ignoring edge effects. If each is metallic with probability $1/3$, the metallic count is $85.7\pm\sqrt{257\times\frac13\times\frac23}=85.7\pm7.6$. One standard deviation below or above the mean gives $L^*=1.94$ or $1.24\ \mu$m. The neglected edges can matter about as much. If only whole tubes 1 nm wide fit inside the line, a randomly placed lattice loses roughly a tenth of them on average and $L^*$ rises to about $2.0\ \mu$m. With rows parallel to a wall the loss ranges from 4% to 13%, depending on the offset, and $L^*$ from $1.7$ to $2.2\ \mu$m.

**Contacts.** An extra resistance $rR_Q$ per tube changes $1+L/\lambda$ to $1+r+L/\lambda$. The constant in $D$ grows by the factor $1+r$ while its slope is unchanged, so $L^*$ grows by the same factor. For $r=0.5$ it becomes $2.27\ \mu$m.

**Temperature.** Assume $\lambda\propto1/T$, as for scattering by acoustic phonons of energy well below $kT$, and a rough copper slope of $0.0068\ \mu\Omega$ cm/K. Going from 300 to 375 K changes $\lambda$ to $0.80\ \mu$m and $\rho$ to $5.51\ \mu\Omega$ cm. Under this assumption the two changes partly compensate, and $L^*=1.72\ \mu$m. The assumption leaves out scattering by thermally excited optical phonons, whose number rises much faster than $T$, so in real tubes $\lambda$ is likely to fall further. At 375 K, $L_0=0.55\ \mu$m: a $\lambda$ of $0.70\ \mu$m gives $L^*\approx2.5\ \mu$m by equation (4), and below $0.55\ \mu$m there is no crossover.

**Bias.** At 1 MA/cm², or $0.01\ \text{A}/\mu\text{m}^2$, the drop over the crossover length is $0.01\times0.05\times1.513\ \text{V}=0.76$ mV. An electron gains far less energy than the rough 160 meV of an optical phonon, so strong-field phonon emission is not expected at this length.

## 7. Small gaps in nominally metallic tubes

The flat-sheet model omits curvature, which opens a small gap $g$ in metallic tubes other than the armchair ones, $n_1=n_2$. Let $F$ be the Fermi function with its Fermi level at mid-gap. If $\lambda$ is unchanged outside the gap, the remaining share of the conductance is

$$\sigma=2\int_{g/2}^{\infty}\left(-\frac{dF}{dE}\right)dE=2F(g/2)=\frac{2}{1+e^{g/2kT}} .$$

The factor 2 adds the equal contribution below the gap. Replacing $n$ by $\sigma n$ gives $1/L^*=\sigma/L_0-1/\lambda$.

Take a rough gap of 40 meV for a zigzag tube ($n_2=0$) of 1 nm diameter $d$, scaled as $|\cos3\theta|/d^2$ with $\theta$ the chiral angle measured from zigzag. Give the eight metallic tubes of section 2 equal abundance, and hold pitch and $\lambda$ fixed. The average share at 300 K is $\sigma=0.779$, and $L^*$ rises to $3.4\ \mu$m. This is probably too short, because carriers slow down near a gap edge and scatter more there: if $\lambda$ falls as the square of their velocity, $L^*$ is about $10\ \mu$m. Both figures depend strongly on the rough gap scale. Scales of 35 and 45 meV give $3.0$ and $4.0\ \mu$m at fixed $\lambda$; with the velocity-dependent $\lambda$ they give about $6$ and $24\ \mu$m, and at 50 meV there is no crossover. Even with $\lambda$ fixed, the bundle never wins if $\sigma\le L_0/\lambda=0.602$, which for a uniform gap means $g\ge44$ meV.

In this model of uncoupled tubes, the figure of $1.5\ \mu$m therefore requires armchair tubes or a Fermi level moved out of the gap. In a real close-packed bundle, armchair tubes alone do not guarantee it: coupling between neighbouring tubes can open a pseudogap, a partial loss of conducting channels near the neutral Fermi level, which at fixed $\lambda$ also lengthens the crossover. A shift of 0.1 eV, with $\lambda$ still held fixed, gives $\sigma=0.980$ and $L^*=1.59\ \mu$m. The electrical conductance of thermally excited carriers in the semiconducting tubes then remains below $10^{-4}$ of the metallic part.

## 8. Beside real interconnects

A copper resistivity of $5\ \mu\Omega$ cm is roughly that of a line a few tens of nanometres wide; bulk copper is near $1.7\ \mu\Omega$ cm, below $\rho_\infty$, and this bundle would not beat it at any length. A mean free path near $1\ \mu$m is a rough value for clean tubes at room temperature and low bias, and defects shorten it. A demanding assumption is complete close packing, about $6.4\times10^{13}$ tubes per cm², with every metallic tube contacted. A sparser bundle has a smaller $n$, and so a longer crossover length or none. If only 90% of the metallic tubes conduct, $L_0=0.669\ \mu$m and $L^*$ is about $2.0\ \mu$m; at 60% or less there is no crossover. The figure of $1.5\ \mu$m thus belongs to the stated inputs: dense, well-contacted tubes, one third of them metallic, with $\lambda=1\ \mu$m and no active curvature gap or pseudogap, against copper of $5\ \mu\Omega$ cm. It is not a general design rule: against copper of $4\ \mu\Omega$ cm the same bundle has $L_0=0.75\ \mu$m and $L^*$ of about $3.0\ \mu$m. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Pitch 1.34 nm; metallic share 0.3333
Mean free path 1.00 um; copper 5.00 uohm cm
Temperature 300 K; kT 25.85 meV
All tubes per area 0.6431 nm^-2
Same, counted on a lattice 0.6430 nm^-2
Metallic tubes per area 0.2144 nm^-2
Hopping 2.70 eV; C-C bond 0.142 nm
Tubes of 0.9-1.1 nm: 23; metallic 8
Metallic index pairs: (7,7) (8,8) (9,6) (10,4) (11,2) (12,0) (12,3) (13,1)
Metallic share, large index set 0.3355
Semiconducting gaps 0.693-0.862 eV
Gap of (11,3): 0.7807 eV; mesh 6 to 24 shift -0.492 meV
Right-moving bands: (7,7) 2, (12,0) 2
Ballistic resistance per tube h/4e^2 6453.2 ohm
Transmission at 0.3 um: simulated 0.7708, formula 0.7692
Transmission at 1.5 um: simulated 0.3998, formula 0.4000
Transmission at 5.0 um: simulated 0.1671, formula 0.1667
Ballistic resistance times area 0.03010 ohm um^2
Long-bundle resistivity 3.010 uohm cm
L0, also least useful mean free path 0.6021 um
Crossover length, formula 1.5132 um
Crossover length, counted lattice and root 1.5134 um
Crossover length in bohr 28595
Largest gain over copper 1.661 (ratio)
Length 0.5 um: bundle 9.031 uohm cm, copper/bundle 0.554
Length 1.0 um: bundle 6.021 uohm cm, copper/bundle 0.830
Length 1.5 um: bundle 5.017 uohm cm, copper/bundle 0.997
Length 2.0 um: bundle 4.516 uohm cm, copper/bundle 1.107
Length 5.0 um: bundle 3.613 uohm cm, copper/bundle 1.384
Length 10.0 um: bundle 3.312 uohm cm, copper/bundle 1.510
Length 100.0 um: bundle 3.041 uohm cm, copper/bundle 1.644
Log-slope of crossover with density -2.513
Log-slope of crossover with mean free path -1.513
Extra contact 0.5 h/4e^2 per tube: crossover 2.270 um
Curvature gap scale 40 meV; range 0.0-45.3 meV
Neutral tubes: conductance factor 0.779, crossover 3.410 um
Fermi shift 0.10 eV: factor 0.980, crossover 1.592 um
Uniform gap at which bundle never wins 43.6 meV
Semiconducting/metallic conductance, neutral 2.2e-06
Same with Fermi shift 5.3e-05
At 375 K: mean free path 0.80 um, copper 5.51 uohm cm, crossover 1.723 um
Line 20 nm square: 257 tubes, metallic 85.7 +- 7.6
Crossover one spread low/high in count 1.944/1.239 um
At 1 MA/cm2: drop over crossover length 0.757 mV
Current per metallic tube 0.0467 uA
Rough optical-phonon energy 160 meV
```
